# Cube-Root Growth of a Pulsed Implantation Sheath and Its Limits

## Definitions and conventions

A flat electrode at $x=0$ faces a uniform plasma filling $x>0$. The plasma contains singly charged positive ions of mass $M$, initially at rest with density $n_0$, and electrons of the same density and temperature $T_e$. At $t=0$ the electrode potential drops to $-V_0$ relative to the plasma and stays there. The electrons are repelled, leaving an ion-filled sheath $0<x<s(t)$.

SI formulas are used. The positive quantity $\psi(x,t)$ is the potential drop from the plasma to position $x$, so that $\psi(0)=V_0$ and $\psi(s)=0$. The ion current density $J$ is positive when ions move towards the electrode. The model is planar and collisionless, with a sharp sheath edge, no electrons inside the sheath, and $eV_0\gg k_BT_e$. Three scales recur:

$$s_0=\sqrt{\frac{2\varepsilon_0V_0}{en_0}},\qquad u_0=\sqrt{\frac{2eV_0}{M}},\qquad \omega_{pi}=\sqrt{\frac{e^2n_0}{\varepsilon_0M}}. \tag{1}$$

The speed $u_0$ belongs to an ion that has fallen through the full voltage. Dividing the squares gives

$$\frac{u_0^2}{s_0^2}=\frac{2eV_0}{M}\,\frac{en_0}{2\varepsilon_0V_0}=\frac{e^2n_0}{\varepsilon_0M}=\omega_{pi}^2 . \tag{2}$$

The length $s_0$ is the initial sheath width. Electrons respond faster than ions by a factor of order $\sqrt{M/m_e}$, so they leave while the ion density is still $n_0$. Poisson's equation is then $\partial^2\psi/\partial x^2=en_0/\varepsilon_0$. The field and the potential drop vanish at the edge, hence $\psi=en_0(s-x)^2/(2\varepsilon_0)$. Setting $\psi(0)=V_0$ gives $s=s_0$, the matrix sheath.

## The Child current

Suppose for the moment that the edge is fixed and the ion flow is steady. Let $z=s-x$ be the distance from the edge. An ion entering at rest has $Mv^2/2=e\psi$, and a steady current requires $n=J/(ev)$. Poisson's equation becomes

$$\frac{d^2\psi}{dz^2}=\frac{J}{\varepsilon_0v}=K\psi^{-1/2},\qquad K=\frac{J}{\varepsilon_0}\sqrt{\frac{M}{2e}} . \tag{3}$$

Multiply by $d\psi/dz$ and integrate from the edge, where both $\psi$ and its slope vanish:

$$\frac12\left(\frac{d\psi}{dz}\right)^2=2K\psi^{1/2}
\quad\Rightarrow\quad \psi^{-1/4}\frac{d\psi}{dz}=2\sqrt K
\quad\Rightarrow\quad \tfrac43\psi^{3/4}=2\sqrt K\,z . \tag{4}$$

At the electrode $z=s$ and $\psi=V_0$. Squaring gives $\frac{16}{9}V_0^{3/2}=4Ks^2$, so $K=\frac49V_0^{3/2}/s^2$ and

$$J=\frac49\,\varepsilon_0\sqrt{\frac{2e}{M}}\,\frac{V_0^{3/2}}{s^2}. \tag{5}$$

This is Child's law. Equation (4) also gives $\psi=V_0(z/s)^{4/3}$, whose slope at the electrode is the surface field $4V_0/(3s)$.

## Supply by the receding edge

When the edge advances by $ds$ into plasma at rest, it uncovers $n_0\,ds$ ions per unit area. If these are the whole supply,

$$J=en_0\frac{ds}{dt}. \tag{6}$$

Equate (5) and (6). With $\varepsilon_0V_0/(en_0)=s_0^2/2$ and $\sqrt{2eV_0/M}=u_0$,

$$\frac{ds}{dt}=\frac49\,\frac{\varepsilon_0V_0}{en_0}\,\frac{u_0}{s^2}=\frac29\,\frac{s_0^2u_0}{s^2}. \tag{7}$$

Multiplying by $3s^2$ makes the left side $d(s^3)/dt$ and the right side constant. Integration from $s(0)=s_0$, followed by (2), gives

$$s^3=s_0^3\left(1+\tfrac23\omega_{pi}t\right),\qquad
s\to s_0\left(\tfrac23\omega_{pi}t\right)^{1/3}\quad(\omega_{pi}t\gg1). \tag{8}$$

The feedback is simple: a wider sheath passes less current and so needs fewer new ions per unit time. For $\omega_{pi}t\gg1$ the current falls as $t^{-2/3}$. Inserting (1) into the late form shows $s\propto V_0^{1/2}n_0^{-1/3}M^{-1/6}t^{1/3}$. The local exponent of (8) is

$$\frac{d\ln s}{d\ln t}=\frac13\,\frac{\frac23\omega_{pi}t}{1+\frac23\omega_{pi}t}, \tag{9}$$

which approaches $1/3$ from below.

## When a steady current law may be used

Child's law was derived for a fixed edge, yet the edge moves. From $\psi=V_0(z/s)^{4/3}$ the ion speed is $v=u_0(z/s)^{2/3}$, and the transit time is

$$T=\int_0^s\frac{dz}{v}=\frac{s}{u_0}\int_0^1y^{-2/3}dy=\frac{3s}{u_0}. \tag{10}$$

During this time the edge moves by the fraction

$$\frac{T}{s}\frac{ds}{dt}=\frac{3}{u_0}\,\frac29\,\frac{s_0^2u_0}{s^2}=\frac23\,\frac{s_0^2}{s^2}. \tag{11}$$

The approximation therefore improves as the sheath grows. At $t=0$ the fraction is $2/3$, which is not small. Moreover, the matrix ions are then at rest and carry no current, so the initial current assigned by (5) is not a real one. The start of (8) is an interpolation; its late form needs a derivation that does not presuppose (5).

## The same law from the ion motion

Label each ion by its starting position $x_0$, and suppose that ions keep their order. The charge per unit area between an ion and the edge is then $en_0(s-x_0)$. By Gauss's law the field on the ion has magnitude $en_0(s-x_0)/\varepsilon_0$ and points towards the electrode. Measure lengths in $s_0$ and times in $1/\omega_{pi}$, so that speeds are in $u_0$. Once uncovered, the ion obeys

$$\ddot x=-(s(t)-x_0). \tag{12}$$

For the voltage, let $E$ be the field magnitude, with $dE/dx=-en/\varepsilon_0$ and $E(s)=0$. Integration by parts gives, in SI units,

$$V_0=\int_0^sE\,dx=\big[xE\big]_0^s+\frac e{\varepsilon_0}\int_0^sxn\,dx=\frac{en_0}{\varepsilon_0}\int_a^sx\,dx_0 .$$

The boundary term vanishes at both ends, and $n\,dx=n_0\,dx_0$ counts the same ions. Here $a(t)$ is the label of the ion now landing. In the scaled units,

$$\int_{a(t)}^{s(t)}x(x_0,t)\,dx_0=\frac12 . \tag{13}$$

Two properties follow. First, let an ion be released at $t_r$, where $t_r=0$ for matrix ions and $s(t_r)=x_0$ for later ones. Integrating (12) twice gives

$$x=x_0-\int_{t_r}^t(t-t')\,[s(t')-x_0]\,dt' .$$

Differentiate with respect to $x_0$. The term from the moving lower limit vanishes, because either $t_r$ is fixed or the bracket is zero there. With $\tau=t-t_r$,

$$\frac{\partial x}{\partial x_0}=1+\int_{t_r}^t(t-t')\,dt'=1+\frac{\tau^2}{2}. \tag{14}$$

Neighbouring ions move apart, so the assumed order is never lost. Second, differentiate (13). The upper limit contributes $s\dot s$, because $x=s$ there, and the lower limit contributes nothing, because $x=0$ there. Hence $s\dot s=\int_a^s|\dot x|\,dx_0>0$ for $t>0$: the edge only advances.

At late times the edge is slow. Treat $p=\dot s$ as constant during one transit. An ion released a time $\tau$ ago has $x_0=s-p\tau$, and its acceleration was $-p$ times the time since release. Its displacement is $-p\tau^3/6$. Dropping $p\tau$ compared with $s$, as (11) permits,

$$x\simeq s-\frac{p\tau^3}{6},\qquad pT^3=6s . \tag{15}$$

In (13), $dx_0$ becomes $p\,d\tau$:

$$p\int_0^T\left(s-\frac{p\tau^3}{6}\right)d\tau=p\left(sT-\frac{pT^4}{24}\right)=p\left(sT-\frac{sT}{4}\right)=\frac34psT=\frac12 . \tag{16}$$

Thus $T=2/(3ps)$. Inserting this in $pT^3=6s$ gives $8/(27p^2s^3)=6s$, or $p^2=4/(81s^4)$. Therefore

$$\dot s=\frac{2}{9s^2},\qquad T=3s,\qquad \frac{pT^2}{2}=1,\qquad pT=\frac{2}{3s}. \tag{17}$$

The first result is (7), now obtained without Child's law. The others are the transit time, the arrival speed in units of $u_0$, and the number of ions in flight per unit area in units of $n_0s_0$.

## How the cube root is approached

The next order shows what (8) misses. Let $q=\ddot s(t)$. The edge position at release was $s-p\tau+q\tau^2/2$, and the edge speed was $p-q\tau$. At time $\tau'$ after release the edge was ahead of the ion's label by $(p-q\tau)\tau'+q\tau'^2/2$. The displacement magnitude is the integral of this with weight $\tau-\tau'$:

$$(p-q\tau)\frac{\tau^3}{6}+\frac{q\tau^4}{24}=\frac{p\tau^3}{6}-\frac{q\tau^4}{8}.$$

By (17), $p\sim s^{-2}$, $q\sim s^{-5}$ and $\tau\sim s$. The term $q\tau^2/2$ is of order $s^{-3}$ and is dropped, while terms of order $s^{-1}$ are kept:

$$x=s-\frac{p\tau^3}{6}-p\tau+\frac{q\tau^4}{8},\qquad dx_0=(p-q\tau)\,d\tau . \tag{18}$$

Let $T_0$ be defined by $pT_0^3=6s$. Using $T_0$ instead of the true landing time as the limit in (13) causes only a second-order error, because $x$ vanishes at landing. The integral is then

$$\frac34psT_0-\frac{p^2T_0^2}{2}+\frac{pqT_0^5}{40}-q\left(\frac{sT_0^2}{2}-\frac{pT_0^5}{30}\right)=\frac12 . \tag{19}$$

The last bracket equals $sT_0^2(\frac12-\frac15)=\frac{3}{10}sT_0^2$. In the small terms insert $p=2/(9s^2)$, $q=-8/(81s^5)$ and $T_0=3s$. They become $-\frac29$, $-\frac2{15}$ and $+\frac4{15}$, each times $s^{-2}$, with sum $-\frac{4}{45}s^{-2}$. Hence

$$psT_0=\frac23\left(1+\frac{8}{45s^2}\right).$$

Since $T_0=(6s/p)^{1/3}$, the left side is $6^{1/3}p^{2/3}s^{4/3}$. Raising to the power $3/2$ multiplies the small correction by $3/2$:

$$\dot s=\frac{2}{9s^2}\left(1+\frac{4}{15s^2}\right). \tag{20}$$

Multiply by $3s^2$ to obtain $d(s^3)/dt=\frac23+\frac{8}{45}s^{-2}$. In the small term, $s^{-2}=\frac92\dot s$ to leading order, so it equals $\frac45\dot s$. Integration gives

$$s^3=\tfrac23t+\tfrac45s+C+\dots \tag{21}$$

To this order the start-up history enters through $C$ alone. A slow voltage rise, for example, shifts $C$ but not the asymptotic law.

Equations (12) and (13) were also solved numerically, with the ions grouped into sheets of areal density $5\times10^{-4}n_0s_0$ and a time step of $0.02/\omega_{pi}$. Between $\omega_{pi}t=500$ and $1500$ the mean logarithmic slope was 0.331. A fit of $s^3-\frac23t$ against $s$ for $s$ between 5 and 10 gave a coefficient 0.80, as (21) requires, and an intercept of 0.09. The intercept is only a rough estimate of $C$, because it also absorbs the omitted terms over this range. At $\omega_{pi}t=1500$ the product of ion content and width was 0.667, against $2/3$ in (17), and the separation law (14) held within 0.3% for ions released more than $2/\omega_{pi}$ earlier. Equation (8) gave 1.442 at $\omega_{pi}t=3$, against 1.477 from the sheets, and 10.00 against 10.03 at 1500.

## Inflow at the Bohm speed

A plasma also delivers ions to a stationary edge, at about the Bohm speed $u_B=\sqrt{k_BT_e/M}$. Suppose that the plasma ahead of the edge already flows towards the electrode at this speed when the pulse begins. Keep the edge density equal to $n_0$, which neglects its reduction in the presheath. The supply becomes $J=en_0(\dot s+u_B)$, and (7) changes to

$$\frac{ds}{dt}=u_B\left(\frac{s_c^2}{s^2}-1\right),\qquad s_c=s_0\sqrt{\frac{2u_0}{9u_B}}. \tag{22}$$

Growth stops at $s_c$, where Child's law passes just the Bohm current. To integrate, write $s^2/(s_c^2-s^2)=-1+s_c^2/(s_c^2-s^2)$:

$$u_Bt=\left[s_c\,\mathrm{artanh}\frac{s}{s_c}-s\right]_{s_0}^{s}. \tag{23}$$

For small $y=s/s_c$, $\mathrm{artanh}\,y-y=y^3/3+y^5/5+\dots$. The first term gives $s^3-s_0^3=3u_Bs_c^2t=\frac23s_0^2u_0t$, which is (8). In the opposite limit $\mathrm{artanh}\,y\simeq\frac12\ln[2/(1-y)]$, so the remaining gap $s_c-s$ decays as $\exp(-2u_Bt/s_c)$.

With inflow, the cube root is thus an intermediate law for $s_0\ll s\ll s_c$. It is the true late-time law only if ions at rest are the sole supply.

A plasma initially at rest behaves differently at first. Its inflow must be set up by a disturbance that travels into the plasma at about $u_B$. An edge moving faster than this outruns the disturbance, and in the sharp-edge model it meets ions still at rest. With electrons at finite temperature, ions are accelerated and thinned in a transition layer at the edge, increasingly so as the edge speed nears $u_B$, but for the example below this changes the width by less than 1% up to $s_c$. By (7), the edge speed falls to $u_B$ at $s=s_c$, so in such a plasma (8) needs little inflow correction at least while $s$ is below $s_c$. The later stage, in which the inflow builds up while the edge density falls, is not described by (22). Since $u_0/u_B=\sqrt{2eV_0/(k_BT_e)}$,

$$\frac{s_c}{s_0}=\frac{\sqrt2}{3}\left(\frac{2eV_0}{k_BT_e}\right)^{1/4}. \tag{24}$$

At fixed $T_e$, a tenfold wider window needs a voltage $10^4$ times higher.

## Worked example

Take $V_0=20$ kV, $n_0=10^{10}$ cm$^{-3}$, $M=50$ u, $k_BT_e=3$ eV and a pulse of 2 µs. Equation (1) gives $s_0=14.87$ mm and $u_0=277.8$ km/s, which is 277.8 mm/µs. Then $\omega_{pi}=277.8/14.87=18.7$ µs$^{-1}$, and $\omega_{pi}t=37.4$ at the end of the pulse. From (8) and (7),

$$s=14.87\,(1+24.9)^{1/3}\ \text{mm}=44.0\ \text{mm},$$
$$\frac{ds}{dt}=\frac29(277.8)\left(\frac{14.87}{44.0}\right)^2\text{km/s}=7.05\ \text{km/s}.$$

Multiplying the edge speed by $en_0$ gives the quasi-steady value $J=1.13$ mA/cm². The ion current landing on the electrode is larger by about the fraction (11), because the number of ions in flight falls as the sheath grows. The quasi-steady transit time (10) is 0.475 µs, and the fraction (11) is 0.076. The sheet calculation gives a width of 44.8 mm, so (8) is 2% low at this time.

By the end of the pulse the sheets have delivered a dose of $4.1\times10^{10}$ cm$^{-2}$, so on this count $10^{15}$ cm$^{-2}$ would take about $2.4\times10^4$ pulses. The edge has by then uncovered $n_0\times44.8$ mm, or $4.5\times10^{10}$ cm$^{-2}$. The difference, about 8% of the dose, is still in flight when the voltage ends and is left out of the dose and energy figures given here. The mean arrival energy is 15.9 keV, and 52% of the dose arrives below 18 keV. Matrix ions, which start part-way down the potential, make up $n_0s_0=1.49\times10^{10}$ cm$^{-2}$, or 36% of the dose. All of them land below 18 keV, so about 16% of the dose consists of later ions that also arrive below 18 keV. Such a deficit is expected while the edge moves. Along an ion's path,

$$\frac{d}{dt}\left(\frac{Mv^2}{2}-e\psi\right)=-e\frac{\partial\psi}{\partial t}, \tag{25}$$

and in the quasi-static profile $\psi=V_0(1-x/s)^{4/3}$ increases at fixed $x$ as $s$ grows. The ion therefore lands with less than $eV_0$. The loss fades as the edge slows: the last sheets to land in the long run carried 0.997 of $eV_0$ on average.

For a plasma that already flows at the Bohm speed, $u_B=2.41$ km/s and $s_c=75.3$ mm, only five times $s_0$. Equation (23) lowers the width at 2 µs from 44.0 to 41.1 mm, by 7%. The local exponent from (23) peaks at 0.28, at 1.15 µs, and then falls. With this inflow, a logarithmic plot would not show a slope of $1/3$. In plasma initially at rest the reduction does not apply during the pulse, because the edge still moves at 7.05 km/s, faster than $u_B$, when the pulse ends. Sheets given the initial speed $u_B$ reach 42.2 mm at 2 µs, within 3% of (23). At $\omega_{pi}t=1500$, where growth has nearly but not quite stopped, they reach 76.2 mm, about 1% above $s_c$. The excess arises because (5) assumes ions entering at rest. For ions entering at $u_B$, the steady solution in scaled units has $(1+T^2/2)^2=1+u_B^{-2}$ and $s=u_BT(1+T^2/6)$, which gives 76.3 mm.

## Comparison with real implantation

These are round values in the rough regime of pulsed plasma implantation of silicon wafers with molecular ions. The voltage is high for shallow doping, which uses a few kilovolts or less, and the pulse is short. In the inflow model (22), pulses of tens of microseconds would bring this sheath close to $s_c$, where (8) fails. A presheath lowers the edge density and with it the Bohm current, so the real final width would be larger than $s_c$. Of the effects on width evaluated here, Bohm inflow is the largest if it is already present when the pulse begins. A linear voltage rise over 0.2 µs, with all else fixed, lowers the sheet result from 44.8 to 44.0 mm. The energy figures are more sensitive: the same rise lowers the mean arrival energy from 15.9 to about 15.0 keV.

Charge-exchange collisions, which replace a fast ion by a slow one, lower the arrival energies. For rough values of 0.5 mTorr, 300 K and a charge-exchange cross-section of $5\times10^{-15}$ cm², the free path is 124 mm, and 30% of ions crossing the full 44 mm would collide. Their effect on the width has not been calculated. The width is also 0.29 of a 150 mm wafer radius, so planar geometry is doubtful near the rim. The sharp edge is a better approximation: the Debye length is 0.13 mm.

Secondary electrons alter the measured current more than the sheath. With a rough yield of 3 per ion, the quasi-steady ion current of 1.13 mA/cm² would appear as about 4.5 mA/cm². Where electrons and ions have comparable kinetic energies, the ratio of their charge densities is about $3\sqrt{m_e/M}=0.01$; close to the electrode, where the electrons are still slow, this estimate does not apply. Finally, each pulse is assumed to start from uniform plasma. Crossing 44 mm at the Bohm speed takes roughly 18 µs, so a much shorter interval between pulses would violate that assumption. A longer interval does not by itself guarantee it, because restoring the original density also requires new ions to be produced. The values used here are collected in the numerical output below.

## Computed results

```
Input voltage V0: 20 kV
Input plasma density n0: 1e+10 cm^-3
Input ion mass: 50 u
Input electron temperature: 3 eV
Input pulse length: 2 us
Matrix sheath s0: 14.87 mm
Full-energy ion speed u0: 277.8 km/s
Ion plasma frequency w_pi: 18.69 rad/us
w_pi * pulse: 37.37
Child coefficient, integrated: 0.44445
Sheath s/s0: w_pi*t, moving sheets, cube-root formula
      3  1.4766  1.4422
     10  2.0292  1.9718
     30  2.8162  2.7589
    100  4.1225  4.0750
    500  6.9728  6.9405
   1500  10.0270  10.0033
Exponent, sheets, w_pi*t 500 to 1500: 0.3307
Coefficient of s in s^3-(2/3)t, sheets: 0.802
Constant in s^3-(2/3)t, sheets: 0.093
Late content times s, sheets: 0.667
Late arrival energy / eV0, sheets: 0.997
Largest error of 1+tau^2/2: 0.0027
Pulse-end width, formula: 44 mm
Pulse-end width, sheets: 44.83 mm
Pulse-end transit time 3s/u0: 0.475 us
Pulse-end (2/3)(s0/s)^2: 0.0761
Child current at s0: 9.89 mA/cm^2
Child current at pulse end: 1.13 mA/cm^2
Dose per pulse, sheets: 4.14e+10 cm^-2
Mean arrival energy, sheets: 15.9 keV
Dose share below 0.9 eV0: 51.9 %
Surface field at t=0: 26.9 kV/cm
Surface field at pulse end: 6.06 kV/cm
Bohm speed: 2.406 km/s
Edge speed at pulse end, no inflow: 7.05 km/s
Bohm-limited width s_c: 75.31 mm
Final width with inflow, sheets: 76.17 mm
Pulse-end width with inflow, formula: 41.1 mm
Pulse-end width with inflow, sheets: 42.19 mm
Largest local exponent with inflow: 0.281
  reached at time: 1.15 us
Rise time, rough: 0.2 us
Pulse-end width with this rise, sheets: 43.96 mm
Gas, rough: 0.5 mTorr, 300 K, cross-section 5e-15 cm^2
Charge-exchange free path: 124 mm
Ions colliding over pulse-end width: 30 %
Width / wafer radius (150 mm): 0.29
Debye length: 0.13 mm
Secondary yield, rough: 3
Measured current with secondaries: 4.52 mA/cm^2
Secondary/ion charge density scale: 0.0099
```
